\section*{Strain splitting of the J=3/2 valence edge into two Kramers doublets, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the strain tensor to the energy levels}

In many cubic semiconductors the top of the valence band lies at $\mathbf k=0$ and is built from three functions $|X\rangle,|Y\rangle,|Z\rangle$ that transform like the coordinates $x,y,z$ under the symmetry operations of a regular tetrahedron. Spin doubles the number of states to six, and spin-orbit coupling separates them into an upper quartet with $J=3/2$ and a lower, split-off doublet with $J=1/2$. Stress in a chip changes the energies of the quartet, and with them the place where holes gather and the ease with which they move. This problem finds the levels of the strained quartet, the character of its states, and the conditions under which the answer can be used.

The strain is homogeneous and small, and only terms of first order in it are kept in the Hamiltonian. It is described by the symmetric tensor $e_{ij}$, so that $e_{xy}$ is half of the engineering shear angle. A positive $e_{xx}$ is an extension. All energies are electron energies: holes collect in the highest level. Angular momenta are measured in units of $\hbar$. The spin-orbit coupling itself is taken to be unchanged by strain. The symbol $\sum_{(ij)}$ means a sum over the three pairs $xy$, $yz$, $zx$, each counted once, and $\mathrm{Tr}\,e=e_{xx}+e_{yy}+e_{zz}$.

\subsection*{(a) The orbital matrix}

Use the cubic symmetry to find the most general matrix $D$ of the strain energy among $|X\rangle,|Y\rangle,|Z\rangle$. Then write it with the operators $L_x,L_y,L_z$ of an angular momentum $L=1$.

\emph{Solution.} A half-turn about the $x$ axis reverses $y$ and $z$. It leaves $|X\rangle$ alone, reverses $|Y\rangle$ and $|Z\rangle$, and reverses $e_{xy}$ and $e_{zx}$ but not $e_{yz}$. The half-turns about $y$ and $z$ act in the same way with the letters exchanged. The element $D_{XX}$ is unchanged by all three half-turns. Each shear is reversed by two of them, so $D_{XX}$ can contain only the diagonal strains. The element $D_{XY}$ is reversed by the half-turns about $x$ and $y$ and kept by the one about $z$; of the six strain components only $e_{xy}$ behaves so. The mirror that exchanges $y$ and $z$ makes the coefficients of $e_{yy}$ and $e_{zz}$ in $D_{XX}$ equal, and the threefold rotations carry the result to the other axes. Therefore
\begin{equation}
D_{XX}=l\,e_{xx}+m(e_{yy}+e_{zz}),\qquad D_{XY}=n\,e_{xy},
\label{eq:D}
\end{equation}
and cyclically. The constants $l,m,n$ are real because the three functions can be chosen real.

The part that treats all three functions alike is separated by writing
\begin{align}
D_{XX}&=m\,\mathrm{Tr}\,e+(l-m)e_{xx}\nonumber\\
&=\frac{l+2m}{3}\,\mathrm{Tr}\,e+(l-m)\Bigl(e_{xx}-\tfrac13\mathrm{Tr}\,e\Bigr).
\end{align}
We define the deformation potentials
\begin{equation}
a=\frac{l+2m}{3},\qquad b=\frac{l-m}{3},\qquad d=\frac{n}{\sqrt3}.
\end{equation}

In this basis the angular momentum acts as $L_x|X\rangle=0$, $L_x|Y\rangle=i|Z\rangle$, $L_x|Z\rangle=-i|Y\rangle$, and cyclically. Applying $L_x$ twice gives $L_x^2=1-|X\rangle\langle X|$. Since $L^2=2$,
\begin{equation}
|X\rangle\langle X|-\tfrac13=-\bigl(L_x^2-\tfrac13L^2\bigr).
\end{equation}
For the mixed product, $L_xL_y|X\rangle=L_x(-i|Z\rangle)=-|Y\rangle$, while $L_xL_y$ gives zero on $|Y\rangle$ and $|Z\rangle$. Likewise $L_yL_x|Y\rangle=L_y(i|Z\rangle)=-|X\rangle$, with zero on the other two. Hence
\begin{equation}
L_xL_y+L_yL_x=-\bigl(|X\rangle\langle Y|+|Y\rangle\langle X|\bigr).
\end{equation}
With $l-m=3b$ and $n=\sqrt3\,d$, the matrix becomes
\begin{align}
D={}&a\,\mathrm{Tr}\,e-3b\sum_i e_{ii}\bigl(L_i^2-\tfrac13L^2\bigr)\nonumber\\
&-\sqrt3\,d\sum_{(ij)}e_{ij}(L_iL_j+L_jL_i).
\label{eq:DL}
\end{align}
Both minus signs come from the operator identities: $L_x^2$ is smallest in the state that points along $x$.

\subsection*{(b) The Hamiltonian of the quartet}

Add spin, with $\mathbf J=\mathbf L+\mathbf S$, and the spin-orbit energy $H_{\rm so}=(\Delta/3)(2\mathbf L\cdot\mathbf S-1)$, where $\Delta>0$. Find the strain Hamiltonian inside the $J=3/2$ quartet when $\Delta$ is much larger than the strain energies.

\emph{Solution.} From $2\mathbf L\cdot\mathbf S=J(J+1)-L(L+1)-S(S+1)$ we obtain $15/4-2-3/4=1$ for $J=3/2$ and $3/4-2-3/4=-2$ for $J=1/2$. Thus $H_{\rm so}$ is zero in the quartet and $-\Delta$ in the doublet. For large $\Delta$ the first-order levels follow from the matrix of $D$ within the quartet alone.

The operators $L_i^2-L^2/3$ and $\tfrac12(L_iL_j+L_jL_i)$ are the components of a symmetric tensor without trace, that is, of a tensor of rank two. The products of a $J=3/2$ ket and a $J=3/2$ bra contain rank two once. All rank-two tensors therefore have the same matrices within the quartet up to one common factor $\kappa$ (the Wigner--Eckart theorem), and we may replace $\mathbf L$ by $\mathbf J$:
\begin{equation}
L_i^2-\tfrac13L^2\to\kappa\bigl(J_i^2-\tfrac13J^2\bigr),
\end{equation}
with the same $\kappa$ for the mixed products. One matrix element fixes it. The state with $m=3/2$ has orbital projection $1$ and spin up. In it $L_z^2-L^2/3=1-2/3=1/3$ and $J_z^2-J^2/3=9/4-5/4=1$, so $\kappa=1/3$. Equation \eqref{eq:DL} becomes
\begin{align}
H={}&a\,\mathrm{Tr}\,e-b\sum_ie_{ii}\bigl(J_i^2-\tfrac13J^2\bigr)\nonumber\\
&-\frac{d}{\sqrt3}\sum_{(ij)}e_{ij}(J_iJ_j+J_jJ_i).
\label{eq:H}
\end{align}
This is the Bir--Pikus Hamiltonian of the quartet at $\mathbf k=0$. The first term moves all four levels together; the other two can split them.

\subsection*{(c) Five simple matrices}

Write the operators in \eqref{eq:H} as explicit matrices in the order $m=3/2,\,1/2,\,-1/2,\,-3/2$, and find how they multiply.

\emph{Solution.} Regard the four states as those of two two-valued labels, in the order $(\uparrow\uparrow),(\uparrow\downarrow),(\downarrow\uparrow),(\downarrow\downarrow)$. Pauli matrices to the left of $\otimes$ act on the first label, those to the right on the second, and $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$.

Since $J^2/3=5/4$, the operator $J_z^2-5/4$ has the diagonal $(1,-1,-1,1)$, which is $\sigma_z\otimes\sigma_z$.

The raising operator has the elements $\sqrt3,\,2,\,\sqrt3$ for the steps $\tfrac12\to\tfrac32$, $-\tfrac12\to\tfrac12$ and $-\tfrac32\to-\tfrac12$. Its square takes $-\tfrac12$ to $\tfrac32$ and $-\tfrac32$ to $\tfrac12$, both with the element $2\sqrt3$. So $J_+^2=2\sqrt3\,\sigma_+\otimes1$. With $J_x=(J_++J_-)/2$ and $J_y=(J_+-J_-)/(2i)$,
\begin{align}
J_x^2-J_y^2&=\tfrac12(J_+^2+J_-^2)=\sqrt3\,\sigma_x\otimes1,\\
J_xJ_y+J_yJ_x&=\tfrac1{2i}(J_+^2-J_-^2)=\sqrt3\,\sigma_y\otimes1.
\end{align}

The combination $J_zJ_++J_+J_z$ multiplies the element of the step $m\to m+1$ by $2m+1$. The three elements become $2\sqrt3$, $0$ and $-2\sqrt3$, which is $2\sqrt3\,\sigma_z\otimes\sigma_+$. Adding the Hermitian conjugate and halving, or subtracting it and dividing by $2i$, gives
\begin{align}
J_zJ_x+J_xJ_z&=\sqrt3\,\sigma_z\otimes\sigma_x,\\
J_yJ_z+J_zJ_y&=\sqrt3\,\sigma_z\otimes\sigma_y.
\end{align}
We name the five matrices
\begin{align}
\Gamma_1&=J_z^2-\tfrac54=\sigma_z\otimes\sigma_z,\nonumber\\
\Gamma_2&=(J_x^2-J_y^2)/\sqrt3=\sigma_x\otimes1,\nonumber\\
\Gamma_3&=(J_xJ_y+J_yJ_x)/\sqrt3=\sigma_y\otimes1,\nonumber\\
\Gamma_4&=(J_yJ_z+J_zJ_y)/\sqrt3=\sigma_z\otimes\sigma_y,\nonumber\\
\Gamma_5&=(J_zJ_x+J_xJ_z)/\sqrt3=\sigma_z\otimes\sigma_x.
\label{eq:G}
\end{align}
Each has unit square and zero trace. Any two of them anticommute. For $\Gamma_2$ with $\Gamma_3$, and for either of these with $\Gamma_1,\Gamma_4,\Gamma_5$, the first factors anticommute and the second factors commute. Among $\Gamma_1,\Gamma_4,\Gamma_5$ the first factors are equal and the second anticommute. Hence
\begin{equation}
\Gamma_\alpha\Gamma_\beta+\Gamma_\beta\Gamma_\alpha=2\delta_{\alpha\beta}.
\label{eq:anti}
\end{equation}

\subsection*{(d) The levels and their degeneracy}

Find the eigenvalues of \eqref{eq:H} and explain their degeneracy.

\emph{Solution.} From $J_x^2+J_y^2=15/4-J_z^2$,
\begin{align}
J_x^2-\tfrac54&=\tfrac12\bigl(\tfrac{15}4-J_z^2\bigr)+\tfrac12(J_x^2-J_y^2)-\tfrac54\nonumber\\
&=-\tfrac12\Gamma_1+\tfrac{\sqrt3}2\Gamma_2,
\end{align}
and $J_y^2-\tfrac54=-\tfrac12\Gamma_1-\tfrac{\sqrt3}2\Gamma_2$. The Hamiltonian is therefore
\begin{equation}
H=a\,\mathrm{Tr}\,e+\sum_{\alpha=1}^5v_\alpha\Gamma_\alpha\equiv a\,\mathrm{Tr}\,e+v\cdot\Gamma,
\label{eq:vG}
\end{equation}
with
\begin{align}
v_1&=-b\bigl[e_{zz}-\tfrac12(e_{xx}+e_{yy})\bigr],\nonumber\\
v_2&=-\tfrac{\sqrt3}2\,b\,(e_{xx}-e_{yy}),\nonumber\\
v_3&=-d\,e_{xy},\quad v_4=-d\,e_{yz},\quad v_5=-d\,e_{zx}.
\label{eq:v}
\end{align}
In the square of $v\cdot\Gamma$ the cross terms cancel in pairs by \eqref{eq:anti}, and $(v\cdot\Gamma)^2=\sum_\alpha v_\alpha^2\equiv R^2$. The first two terms combine as
\begin{align}
\frac{v_1^2+v_2^2}{b^2}={}&e_{zz}^2-e_{zz}(e_{xx}+e_{yy})\nonumber\\
&+\tfrac14(e_{xx}+e_{yy})^2+\tfrac34(e_{xx}-e_{yy})^2\nonumber\\
={}&e_{xx}^2+e_{yy}^2+e_{zz}^2\nonumber\\
&-e_{xx}e_{yy}-e_{yy}e_{zz}-e_{zz}e_{xx},
\end{align}
which is half the sum of the squared differences. So
\begin{align}
R^2={}&\tfrac{b^2}2\bigl[(e_{xx}-e_{yy})^2+(e_{yy}-e_{zz})^2+(e_{zz}-e_{xx})^2\bigr]\nonumber\\
&+d^2\bigl(e_{xy}^2+e_{yz}^2+e_{zx}^2\bigr),
\label{eq:R}
\end{align}
and the levels are
\begin{equation}
E_\pm=a\,\mathrm{Tr}\,e\pm R.
\label{eq:E}
\end{equation}
The trace of $v\cdot\Gamma$ is zero, so for $R>0$ the values $+R$ and $-R$ occur equally often, twice each.

Time reversal explains the pairs. The operator $T=e^{-i\pi J_y}K$, with $K$ the complex conjugation, reverses every $J_i$ and so leaves the products in \eqref{eq:H} unchanged. The matrix $e^{-i\pi J_y}$ is real, so $T^2=e^{-2\pi iJ_y}=-1$ for half-integer $J$. For an antiunitary operator $\langle\phi|\chi\rangle=\langle T\chi|T\phi\rangle$. Hence $\langle\psi|T\psi\rangle=\langle T^2\psi|T\psi\rangle=-\langle\psi|T\psi\rangle=0$: each state has an orthogonal partner of the same energy. Strain can split the quartet into two such Kramers doublets but cannot split a doublet. A magnetic field, which is odd under $T$, falls outside this argument.

For nonzero $b$ and $d$, $R$ vanishes when the strain is a pure change of volume, and the level then stays fourfold.

\subsection*{(e) Simple strains and the meaning of the invariants}

Find the splitting for a uniaxial strain $s$ along $[001]$ and along $[111]$. When does it depend on the shape of the strain but not on its orientation in the crystal?

\emph{Solution.} For $e_{zz}=s$ alone, \eqref{eq:R} gives $R=|bs|$. A strain $s$ along the unit vector $\mathbf n$ is $e_{ij}=s\,n_in_j$. For $[111]$ every component is $s/3$, the differences vanish, and $R^2=3d^2s^2/9$. The splittings are
\begin{equation}
2R_{[001]}=2|bs|,\qquad 2R_{[111]}=\frac{2|ds|}{\sqrt3}.
\label{eq:uni}
\end{equation}

The rotations and reflections of the cube permute the axes and reverse some of them. This permutes the squares in \eqref{eq:R}, so each of the two brackets is an invariant of the cubic group. A general rotation mixes them. With $e'_{ij}=e_{ij}-\tfrac13\delta_{ij}\mathrm{Tr}\,e$, the squared differences sum to $3\sum_ie_{ii}'^2$, and
\begin{equation}
R^2=\tfrac32b^2\sum_ie_{ii}'^2+d^2\sum_{(ij)}e_{ij}^2.
\label{eq:dev}
\end{equation}
If $d^2=3b^2$, this is $\tfrac32b^2\sum_{i,j}e_{ij}'^2$ with the sum over all nine components, which no rotation changes. Conversely, a rotation carries the $[001]$ strain into the $[111]$ strain, so full invariance requires equal splittings in \eqref{eq:uni}, that is, $d^2=3b^2$.

\section{States, limits and a stressed film}

The strained quartet has the Hamiltonian $H=a\,\mathrm{Tr}\,e+v\cdot\Gamma$. Here $e_{ij}$ is the tensor strain, $a,b,d$ are the deformation potentials, and the five anticommuting matrices $\Gamma_\alpha$ of \eqref{eq:G} have unit square. The components $v_\alpha$ are given in \eqref{eq:v}, and $R=|v|$ in \eqref{eq:R}. The levels $a\,\mathrm{Tr}\,e\pm R$ are Kramers doublets. The split-off states lie $\Delta$ below the unstrained quartet.

We have derived the strain Hamiltonian of the $J=3/2$ quartet and shown that its levels are two Kramers doublets at $a\,\mathrm{Tr}\,e\pm R$. What remains is to find the heavy and light character of these doublets, to estimate the effect of the split-off states, and to apply the results to a stressed film, including its hole masses and the effects of temperature, confinement and gate fields.
